# Thermal width of an inelastic tunneling peak at 4.2 K

## Problem

A tunnel junction has two normal-metal electrodes, both at temperature $T$. In the barrier sits an excitation of sharp energy $W$: a vibration, a magnon, or the flip of a localized spin. An electron that crosses the barrier may give the energy $W$ to this mode or take it from the mode. If $W$ is well above $kT$, the inelastic channel produces a peak in $d^2I/dV^2$ at a bias voltage $V$ near $eV=W$.

Assume that the densities of states and the tunneling matrix elements do not depend on energy, that tunneling is treated at lowest order, and that the occupation of the mode does not depend on the bias.

1. Find the current carried by the elastic and inelastic channels.
2. Find the shape of the peak in $d^2I/dV^2$, and show how the occupation of the mode enters.
3. Find the full width at half maximum of the peak for $W\gg kT$, and evaluate it at $T=4.2$ K for a mode at $W=20$ meV.
4. Explain how the width is built from the thermal smearing of the two electrodes.
5. Decide whether the result may be used at the same temperature for a mode at $W=1$ meV.

The width asked for is the thermal one. The lifetime width of the mode, the voltage modulation of a lock-in measurement and the voltage noise are left out.

## Solution

### Counting the tunneling electrons

Millielectronvolts are the natural unit here. In the algebra, all energies are divided by $kT$:

$$v=\frac{eV}{kT},\qquad w=\frac{W}{kT},\qquad f(y)=\frac{1}{e^{y}+1}.$$

Take $e>0$ and let a positive bias raise the electrons of the source by $eV$ relative to the drain. An electron with energy $E$ above the chemical potential of the source then has energy $E+v$ above that of the drain. If it excites the mode on the way, it arrives at $E+v-w$.

The initial state must be filled and the final state empty. With constant densities of states and matrix elements, the rate is proportional to

$$F(d)=\int_{-\infty}^{\infty} f(E)\,[1-f(E+d)]\,dE ,$$

where $d$ is the final energy minus the initial energy, each measured from the chemical potential of its own electrode. For the process just described, $d=v-w$.

To do the integral, put $s=e^{E}$ and $q=e^{-d}$. Then

$$f(E)=\frac{1}{s+1},\qquad 1-f(E+d)=\frac{1}{1+e^{-E-d}}=\frac{s}{s+q},\qquad dE=\frac{ds}{s}.$$

The factor $s$ cancels, and partial fractions give

$$F(d)=\int_0^\infty\frac{ds}{(s+1)(s+q)}
=\frac{1}{1-q}\int_0^\infty\left[\frac{1}{s+q}-\frac{1}{s+1}\right]ds .$$

The integral of the bracket is $\ln[(s+q)/(s+1)]$ between the limits. It vanishes at infinity and equals $\ln q=-d$ at $s=0$, so the difference is $+d$. Hence

$$F(d)=\frac{d}{1-e^{-d}} .$$

For $d\gg1$ this tends to $d$, the width of the energy window between filled and empty states. For $d\ll-1$ it tends to $|d|e^{-|d|}$: the process lacks energy, and electrons from the thermal tail must supply it. At $d=0$ the limit is $F=1$.

A second form separates the odd and even parts. Since $\coth(d/2)=(1+e^{-d})/(1-e^{-d})$, we have $1+\coth(d/2)=2/(1-e^{-d})$, and so

$$F(d)=\frac d2+\frac d2\coth\frac d2 .$$

The second term is even in $d$. Therefore

$$F(d)-F(-d)=d .$$

### The current

For elastic tunneling, the forward process has $d=v$ and the backward process has $d=-v$. The net elastic current is proportional to $F(v)-F(-v)=v$. It is ohmic at any temperature within this model and contributes nothing to the second derivative.

For the inelastic channel, let $a$ be the weight for exciting the mode and $b$ the weight for de-exciting it. A harmonic mode with mean occupation $n$ has $a=n+1$ and $b=n$, from the squared matrix elements of the raising and lowering operators. A two-level spin with populations $p_0$ and $p_1$ of its lower and upper states has $a=p_0$ and $b=p_1$. There are four processes:

- forward, exciting: $d=v-w$, weight $a$;
- forward, de-exciting: $d=v+w$, weight $b$;
- backward, exciting: $d=-v-w$, weight $a$;
- backward, de-exciting: $d=-v+w$, weight $b$.

With a constant $C$ that collects the matrix element and the densities of states,

$$I_{\rm in}=C\,kT\,\big[aF(v-w)+bF(v+w)-aF(-v-w)-bF(-v+w)\big].$$

The factor $kT$ restores the unit of the energy integral.

### The second derivative

Write $\chi(d)=F''(d)$. The linear term of $F$ drops out and the remaining term is even, so $\chi$ is even. Differentiating $F(-v-w)$ twice with respect to $v$ brings two minus signs, whose product is $+1$. The bracket therefore becomes

$$a\chi(v-w)+b\chi(v+w)-a\chi(v+w)-b\chi(v-w),$$

where evenness was used in the last two terms. Since $d^2/dV^2=(e/kT)^2\,d^2/dv^2$,

$$\frac{d^2I}{dV^2}=\frac{Ce^2}{kT}\,(a-b)\,\big[\chi(v-w)-\chi(v+w)\big].$$

The first term is the peak at $eV=W$. The second is its mirror image, of opposite sign, at $eV=-W$.

The occupation enters through $a-b$ alone. For a harmonic mode $a-b=1$, so the occupation cancels: the extra stimulated emission is balanced by absorption. For a spin $a-b=p_0-p_1$. In equilibrium $p_1/p_0=e^{-w}$, which gives

$$p_0-p_1=\frac{1-e^{-w}}{1+e^{-w}}=\tanh\frac w2 .$$

This changes the height of the line but not its width.

The cancellation depends on the assumption of a fixed occupation. In the current of a harmonic mode, the terms multiplied by $n$ are

$$[F(v-w)-F(-v+w)]+[F(v+w)-F(-v-w)]=(v-w)+(v+w)=2v .$$

For constant $n$ this is linear in $v$ and disappears. If the tunneling current heats the mode, $n$ depends on $v$, and the second derivative acquires the extra term $(2nv)''=4n'+2vn''$. For $W\gg kT$, an occupation pumped by the current stays nearly flat below $eV=W$ and rises above it, so $n''$ peaks and $n'$ steps at the position of the line. The extra term then adds a peak and a step, and the line shape is no longer the one derived here. The change is small when the mode relaxes much faster than the current excites it.

### The line shape

Let $u=d/2$. The even part of $F$ is $u\coth u$, and $d^2/dd^2=\tfrac14\,d^2/du^2$. The two derivatives are

$$(u\coth u)'=\coth u-\frac{u}{\sinh^2u},$$

$$(u\coth u)''=-\frac{1}{\sinh^2u}-\frac{1}{\sinh^2u}+\frac{2u\cosh u}{\sinh^3u}
=\frac{2(u\coth u-1)}{\sinh^2u}.$$

Thus, with $x$ as the distance from the peak centre in units of $kT$,

$$\chi(x)=\frac{u\coth u-1}{2\sinh^2u},\qquad u=\frac x2 .$$

Near $u=0$, $u\coth u-1\approx u^2/3$ and $\sinh^2u\approx u^2$, so $\chi(0)=1/6$. Far from the centre, $\coth u\to1$ and $\sinh^2u\to e^{2u}/4$, so $\chi(x)\to(|x|-2)e^{-|x|}$. The tails are exponential.

### How the two electrodes build the line

Define the thermal kernel of one electrode,

$$K(y)=-f'(y)=\frac{e^y}{(e^y+1)^2}=\frac{1}{4\cosh^2(y/2)} .$$

It is even, has area 1, and falls steadily away from $y=0$. Differentiate the integral for $F$ once and then substitute $y=E+d$:

$$F'(d)=\int f(E)K(E+d)\,dE=\int f(y-d)K(y)\,dy .$$

A second derivative acts on $f(y-d)$ and gives $-f'(y-d)=K(y-d)=K(d-y)$. Hence

$$\chi(d)=\int_{-\infty}^{\infty}K(y)\,K(d-y)\,dy .$$

The line is the convolution of two kernels. One describes the uncertain edge of the filled states in the electrode the electron leaves, the other the uncertain edge of the empty states in the electrode it enters.

Three properties follow. First, the area of $\chi$ is $1\times1=1$. In terms of voltage, cooling makes an isolated peak narrower and higher while its area stays fixed, apart from any change of $a-b$.

Second, the variances add. For one kernel, integration by parts gives

$$\int_{-\infty}^{\infty}y^2K\,dy=2\int_0^\infty y^2K\,dy=4\int_0^\infty\frac{y\,dy}{e^y+1}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

The last integral follows from expanding $1/(e^y+1)$ in powers of $e^{-y}$, which yields $1-\tfrac14+\tfrac19-\dots=\pi^2/12$. The variance of $\chi$ is therefore $2\pi^2/3=6.58$ in units of $(kT)^2$.

Third, $\chi$ has a single maximum. Its derivative is $\chi'(x)=\int K'(y)K(x-y)\,dy$. Because $K'$ is odd, the two halves of the integral combine to

$$\chi'(x)=\int_0^\infty K'(y)\,[K(x-y)-K(x+y)]\,dy .$$

For $x>0$ and $y>0$ we have $|x-y|<x+y$, so the bracket is positive, while $K'(y)$ is negative. Thus $\chi'(x)<0$ for all $x>0$. The line falls from its centre on both sides and crosses half its height once on each side, so its full width at half maximum is well defined.

### The width

For $W\gg kT$ the mirror term is negligible near $eV=W$. The half-height condition is $\chi(x)=\chi(0)/2$. Dividing $\chi$ by $1/6$ turns it into

$$R(u)=\frac{3(u\coth u-1)}{\sinh^2u}=\frac12 .$$

This transcendental equation is solved by bracketing:

- $R(1.30)=0.52897$
- $R(1.35)=0.50470$
- $R(1.36)=0.49990$
- $R(1.40)=0.48089$

The root lies between 1.35 and 1.36. Linear interpolation gives

$$u=1.35+0.01\times\frac{0.50470-0.50000}{0.50470-0.49990}=1.3598 .$$

The half-height point is at $x=2u=2.720$. The full width is twice that:

$$\Delta=4u\,kT=5.44\,kT .$$

Rounded to two figures, the rule is $5.4\,kT$.

### Evaluation at 4.2 K

With $k=0.086173$ meV/K,

$$kT=0.086173\times4.2=0.3619\ \text{meV},$$

$$\Delta=5.439\times0.3619\ \text{meV}=1.97\ \text{meV}.$$

In atomic units this is $7.2\times10^{-5}$ hartree. On the voltage axis the width is 1.97 mV, since $\Delta=e\,\Delta V$. The rounded factor 5.4 gives 1.95 meV. Both values round to **2.0 meV**, the thermal width before any instrumental broadening.

For the mode at 20 meV, $w=20/0.3619=55.3$. At the peak the mirror term is $\chi(2w)$, of order $e^{-110}$ times a factor of about a hundred, so the isolated-peak condition holds very well. The width can also be read from the current without the formula for $\chi$. Sum the products of Fermi functions on a fine energy grid, form the four-process current, and take its second derivative by finite differences. The resulting peak has a full width of 5.439 $kT$, in agreement with the root above.

The width is proportional to the electrode temperature. To bring it down to 1 meV one needs

$$T=\frac{1\ \text{meV}}{5.439\times0.086173\ \text{meV/K}}=2.13\ \text{K}.$$

The temperature in this formula is that of the electrons in the electrodes. If they are warmer than the cryostat, the line is wider than the cryostat temperature suggests.

### One kernel, two kernels, and addition in quadrature

A single kernel falls to half height where $\cosh^2(y/2)=2$, that is, at $y=2\,\mathrm{arccosh}\sqrt2$. Its full width is

$$\Delta_1=4\,\mathrm{arccosh}\sqrt2\;kT=3.53\,kT .$$

This would be the width of the inelastic line if one electrode were very cold. Let the other electrode stay at $T$ and the cold one have temperature $tT$. Its kernel becomes $K(y/t)/t$, which keeps unit area and shrinks to a spike as $t\to0$. The convolution then returns the kernel of the warm electrode alone. Forward and backward processes contain the same pair of even kernels, so the argument holds for both. For $t=0.05$, the same numerical procedure applied to the function $F$ gives a width of 3.534 $kT$, slightly above the limit 3.526 $kT$. The difference between 3.5 and 5.4 is thus the contribution of the second Fermi edge.

One might try to combine the two edges by adding their widths in quadrature:

$$\sqrt2\times3.5255\,kT=4.99\,kT .$$

This is 8% below the correct width. Variances add under convolution, but the half-maximum widths of two equal kernels add in quadrature only if the ratio of width to standard deviation is the same before and after. Here it is not. For one kernel the standard deviation is $\pi/\sqrt3=1.814$, and the ratio is $3.526/1.814=1.94$. For the line it is $5.439/\sqrt{6.580}=2.12$. The convolution has a broader top relative to its tails than either kernel has.

Voltage noise can be treated in the same spirit. If the voltage fluctuates about its mean with a fixed distribution, the averaged second derivative is $\chi$ convolved with that distribution, and the variance of the noise adds to the thermal variance. Subtracting half-maximum widths in quadrature to recover the thermal part is an approximation, for the reason just given.

### A mode at 1 meV

At 4.2 K a mode at $W=1$ meV has $w=1/0.3619=2.76$. The peak and its mirror image now overlap, and the whole bracket is needed:

$$L(v)=\chi(v-w)-\chi(v+w).$$

Two features follow without numerical work. Since $\chi$ is even, $L(0)=0$. And for $0<v\le w$,

$$L'(v)=\chi'(v-w)-\chi'(v+w)>0,$$

because the first term is positive or zero and $\chi'(v+w)$ is negative. The line is still rising at $eV=W$, so its maximum lies above the mode energy.

The finite-difference derivative of the full current puts the maximum at 1.10 meV, about 10% above $W$. The full width of the positive peak is 4.60 $kT$, or 1.66 meV, which is 0.845 of the isolated width. The answer to the last question is therefore no. Using $5.4\,kT$ here would overestimate the thermal width, and reading the mode energy from the peak position would overestimate $W$.

The opposite limit, $w\ll1$, shows where this leads. Expanding in $w$,

$$L(v)=-2w\,\chi'(v)+O(w^3).$$

The shape no longer depends on $W$; the mode energy sets only the height. The maximum sits where $-\chi'$ is largest, at $eV=2.14\,kT$. A peak that moves in proportion to temperature is then a property of the electrodes, and its position does not measure the excitation energy. For a sharp low-energy excitation, the safe course is to cool until $W\gg kT$ (at $W=5\,kT$ the width of $L$ is 1.4% below the isolated value and the peak 0.2% above $W$; at $W=6\,kT$ the width is 0.3% below), provided that the electrodes stay normal and do not become superconducting. If $W$ is comparable with $kT$, the complete function $L(v)$ can be fitted instead, preferably with the electron temperature known from a separate measurement, since fitting it as well makes $W$ less certain. For $W\ll kT$ such a fit no longer helps: it fixes the product $C(a-b)W$, which scales as $CW$ for a harmonic mode and as $CW^2$ for a spin in equilibrium, but not $W$ itself. Magnons that form a band are not a sharp excitation, and $L(v)$ must then be summed over their energies, each with its own weight.

Numbers in the example were calculated in double precision.
